**Wiedemann-Franz estimate for an aluminium transducer film**

The program evaluates $\kappa_e=L_0T/\rho$ with $L_0=(\pi^2/3)(k_B/e)^2$, where $\kappa_e$ is the electronic thermal conductivity at zero electric current, $T$ the temperature and $\rho$ the resistivity. For 4.00 µΩ cm and 300 K it prints 183.2 W/(m K). It asserts that following free-electron paths in a small temperature gradient reproduces the factor $\pi^2/3$ within a relative tolerance of $10^{-4}$, and that the zero-current potential gradient agrees with its formula. It also asserts agreement with the kinetic expression $C_ev_F^2\tau/3$, in which the heat capacity $C_e$ comes from numerical differentiation of the energy at fixed density, $v_F$ is the Fermi speed and $\tau$ the scattering time. Further assertions compare the phonon relaxation rate with the full nonlinear collision term, and the finite-temperature, small-phonon-energy and surface-scattering formulas with numerical integration. For phonon energies of 20 to 40 meV at fixed total resistivity, the inelastic model lowers $\kappa_e$ to between 176 and 157 W/(m K). The lattice contribution of 6.6 W/(m K) is an estimate from rough inputs, not a tested result.

## Program and output

```python
"""
Result under test: the Wiedemann-Franz law for a degenerate metal,
    kappa_e = L0 * T / rho,   L0 = (pi^2/3) (kB/e)^2,
applied to an aluminium transducer film (rho = 4 microohm cm, T = 300 K).
Symbols: kappa_e electronic thermal conductivity at zero electric current,
rho resistivity, T temperature, x = (E - mu)/(kB T), f Fermi function,
tau scattering time, z = phonon energy/(kB T).
The program also sizes what the law leaves out for this film.
"""
import numpy as np
from scipy.constants import k as kB, e, m_e, hbar, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# ---------- inputs ----------
T = 300.0                    # K
thickness = 80e-9            # m
sheet_resistance = 0.5       # ohm per square
atom_density = 6.0e28        # 1/m^3, rough value for aluminium
n = 3 * atom_density         # free electrons, three per atom
rho_phonon = 2.7             # microohm cm, rough phonon-limited part
sound_speed = 4.0e3          # m/s, rough
phonon_path = 2.0e-9         # m, rough

# ---------- the inference ----------
rho = sheet_resistance * thickness
L0 = pi**2 / 3 * (kB / e)**2
kappa = L0 * T / rho
assert abs(kappa - 183) < 0.5

# ---------- thermal averages with weight -df/dx ----------
h = 0.02
x = h * np.arange(-2000, 2001)
weight = expit(x) * expit(-x)


def mean(values):
    return np.sum(values * weight) * h


def fermi(y):
    return expit(-y)


assert abs(mean(np.ones_like(x)) - 1) < 1e-10
assert abs(mean(x**2) - pi**2 / 3) < 1e-10

# ---------- free-electron numbers of the film ----------
EF = hbar**2 * (3 * pi**2 * n)**(2 / 3) / (2 * m_e)
vF = np.sqrt(2 * EF / m_e)
tau = m_e / (n * e**2 * rho)
path = vF * tau
theta = kB * T / EF

# ---------- test: follow electrons along their free paths ----------
# Lengths in units of vF*tau, energies in kB*T; each electron carries the
# equilibrium occupation of the place where it last scattered.
eta = 1 / theta
cosines, w_cos = np.polynomial.legendre.leggauss(12)
times, w_time = np.polynomial.laguerre.laggauss(20)
xs = np.linspace(-40, 40, 1601)
dxs = xs[1] - xs[0]


def fluxes(grad_mu, grad_T):
    speed = np.sqrt((eta + xs) / eta)
    origin = -speed[:, None, None] * cosines[None, :, None] * times
    local_T = 1 + grad_T * origin
    occ = fermi((xs[:, None, None] - grad_mu * origin) / local_T)
    directed = np.einsum('ijk,j,k->i', occ, cosines * w_cos / 2, w_time)
    flow = directed * (eta + xs) / eta      # density of states times speed
    return np.sum(flow) * dxs, np.sum(xs * flow) * dxs


g = 1e-4
mu_open = brentq(lambda a: fluxes(a, g)[0], -g, g, xtol=1e-15)
heat_response = -fluxes(mu_open, g)[1] / g
charge_response = -fluxes(g, 0.0)[0] / g
lorenz_paths = heat_response / charge_response
assert abs(lorenz_paths / (pi**2 / 3) - 1) < 1e-4
# zero-current gradient of mu for sigma(E) proportional to E^(3/2)
assert abs(mu_open / g / (-pi**2 / 3 * 1.5 * theta) - 1) < 1e-3

# ---------- test: kappa from heat capacity, speed and scattering time ----------


def energy_at_fixed_density(th):
    """Energy integral of a free-electron gas, unit Fermi energy."""
    mu = brentq(lambda m: mean((2 / 3) * (m + th * x)**1.5) - 2 / 3,
                0.9, 1.1, xtol=1e-15)
    return mean((2 / 5) * (mu + th * x)**2.5)


step = 0.1 * theta
slope = (energy_at_fixed_density(theta + step)
         - energy_at_fixed_density(theta - step)) / (2 * step)
C_e = 1.5 * n * kB * slope
kappa_kinetic = C_e * vF**2 * tau / 3
assert abs(kappa_kinetic / kappa - 1) < 1e-3

# ---------- finite-temperature correction, sigma(E) ~ E^(3/2) ----------
th_test = 0.02
K = [mean(x**p * (1 + th_test * x)**1.5) for p in range(3)]
ratio_quadrature = (K[2] / K[0] - (K[1] / K[0])**2) / (pi**2 / 3)
assert abs(ratio_quadrature - (1 - 0.35 * pi**2 * th_test**2)) < 5e-5
degeneracy_correction = -0.35 * pi**2 * theta**2

# ---------- inelastic scattering by phonons ----------


def phonon_rate(z):
    return 1 / np.tanh(z / 2) + fermi(x + z) - fermi(x - z)


# test the rate against the full nonlinear collision term, two directions
shift = 58
z_test = shift * h
N_ph = 1 / np.expm1(z_test)


def collision(occ):
    average = occ.mean(axis=0)
    up, down = np.roll(average, -shift), np.roll(average, shift)
    gain = (1 - occ) * ((N_ph + 1) * up + N_ph * down)
    loss = occ * (N_ph * (1 - up) + (N_ph + 1) * (1 - down))
    return gain - loss


equilibrium = np.array([fermi(x), fermi(x)])
bump = 1e-3 * x * weight
odd = np.array([bump, -bump])
inside = slice(shift, -shift)
assert np.max(np.abs(collision(equilibrium)[:, inside])) < 1e-12
change = (collision(equilibrium + odd) - collision(equilibrium - odd)) / 2
assert np.allclose(change[:, inside], (-phonon_rate(z_test) * odd)[:, inside],
                   rtol=0, atol=1e-12)


def lorenz_ratio(rate):
    return mean(x**2 / rate) / mean(1 / rate) / (pi**2 / 3)


# small phonon energy: L/L0 = 1 - z^2/pi^2, next order is z^4
for z_small in (0.1, 0.2):
    assert abs(lorenz_ratio(phonon_rate(z_small))
               - (1 - z_small**2 / pi**2)) < 0.1 * z_small**2 / pi**2

rho_micro = rho * 1e8        # microohm cm


def film_ratio(phonon_meV):
    """Phonon part plus constant elastic part, total resistivity kept."""
    r = phonon_rate(phonon_meV * 1e-3 * e / (kB * T))
    r = r * rho_phonon * mean(1 / r)
    elastic = brentq(lambda b: 1 / mean(1 / (r + b)) - rho_micro, 0, rho_micro)
    return elastic, lorenz_ratio(r + elastic)


phonon_cases = [(w,) + film_ratio(w) for w in (20, 30, 40)]
assert all(case[2] < 1 for case in phonon_cases)
pure_30 = lorenz_ratio(phonon_rate(30e-3 * e / (kB * T)))

# ---------- lattice heat conduction and surface scattering ----------
C_lattice = 3 * atom_density * kB
kappa_lattice = C_lattice * sound_speed * phonon_path / 3


def surface_integrand(c):
    a = path * c / thickness
    return 1.5 * (1 - c**2) * (1 - a * (1 - np.exp(-1 / a)))


in_plane_ratio = quad(surface_integrand, 0, 1)[0]
surface_loss = 3 * path / (8 * thickness)
assert abs(in_plane_ratio - (1 - surface_loss)) < 1e-3

# ---------- printed numbers ----------
print(f"temperature                          {T:.0f} K")
print(f"film thickness                       {thickness*1e9:.0f} nm")
print(f"sheet resistance                     {sheet_resistance:.2f} ohm/square")
print(f"resistivity                          {rho_micro:.2f} microohm cm")
print(f"resistivity                          {rho:.2e} ohm m")
print(f"kB/e                                 {kB/e*1e6:.3f} microV/K")
print(f"pi^2/3                               {pi**2/3:.5f}")
print(f"Lorenz number L0                     {L0:.4e} W ohm/K^2")
print(f"L0*T                                 {L0*T:.4e} W ohm/K")
print(f"kappa_e, Wiedemann-Franz             {kappa:.1f} W/(m K)")
print(f"kappa_e if thickness is 5% larger    {kappa/1.05:.1f} W/(m K)")
print(f"Lorenz factor from free paths        {lorenz_paths:.5f}")
print(f"zero-current dmu/dT divided by e     {mu_open/g*kB/e*1e6:.3f} microV/K")
print(f"electron density (rough)             {n:.2e} 1/m^3")
print(f"thermal energy kB*T                  {kB*T/e*1e3:.2f} meV")
print(f"Fermi energy                         {EF/e:.2f} eV")
print(f"kB*T/EF                              {theta:.3e}")
print(f"Fermi speed                          {vF:.3e} m/s")
print(f"scattering time                      {tau*1e15:.2f} fs")
print(f"electron mean free path              {path*1e9:.2f} nm")
print(f"electronic heat capacity             {C_e:.3e} J/(m^3 K)")
print(f"kappa_e from C*v^2*tau/3             {kappa_kinetic:.1f} W/(m K)")
print(f"relative finite-temperature change   {degeneracy_correction:.2e}")
print(f"phonon part of resistivity (rough)   {rho_phonon:.1f} microohm cm")
for w, elastic, ratio in phonon_cases:
    print(f"phonon {w} meV: z                     {w*1e-3*e/(kB*T):.3f}")
    print(f"phonon {w} meV: elastic part          {elastic:.2f} microohm cm")
    print(f"phonon {w} meV: L/L0 of film          {ratio:.3f}")
    print(f"phonon {w} meV: kappa_e of film       {ratio*kappa:.0f} W/(m K)")
print(f"L/L0, 30 meV phonons only            {pure_30:.3f}")
print(f"lattice heat capacity                {C_lattice:.2e} J/(m^3 K)")
print(f"phonon speed (rough)                 {sound_speed:.0f} m/s")
print(f"phonon mean free path (rough)        {phonon_path*1e9:.1f} nm")
print(f"lattice conductivity (rough)         {kappa_lattice:.1f} W/(m K)")
print(f"surface loss 3l/(8d)                 {surface_loss*100:.1f} %")
print(f"in-plane/bulk conductivity           {in_plane_ratio:.3f}")
print("checks complete")
```

Running it gives:

```
temperature                          300 K
film thickness                       80 nm
sheet resistance                     0.50 ohm/square
resistivity                          4.00 microohm cm
resistivity                          4.00e-08 ohm m
kB/e                                 86.173 microV/K
pi^2/3                               3.28987
Lorenz number L0                     2.4430e-08 W ohm/K^2
L0*T                                 7.3290e-06 W ohm/K
kappa_e, Wiedemann-Franz             183.2 W/(m K)
kappa_e if thickness is 5% larger    174.5 W/(m K)
Lorenz factor from free paths        3.28981
zero-current dmu/dT divided by e     -0.946 microV/K
electron density (rough)             1.80e+29 1/m^3
thermal energy kB*T                  25.85 meV
Fermi energy                         11.62 eV
kB*T/EF                              2.224e-03
Fermi speed                          2.022e+06 m/s
scattering time                      4.93 fs
electron mean free path              9.97 nm
electronic heat capacity             2.727e+04 J/(m^3 K)
kappa_e from C*v^2*tau/3             183.2 W/(m K)
relative finite-temperature change   -1.71e-05
phonon part of resistivity (rough)   2.7 microohm cm
phonon 20 meV: z                     0.774
phonon 20 meV: elastic part          1.30 microohm cm
phonon 20 meV: L/L0 of film          0.960
phonon 20 meV: kappa_e of film       176 W/(m K)
phonon 30 meV: z                     1.160
phonon 30 meV: elastic part          1.29 microohm cm
phonon 30 meV: L/L0 of film          0.915
phonon 30 meV: kappa_e of film       168 W/(m K)
phonon 40 meV: z                     1.547
phonon 40 meV: elastic part          1.28 microohm cm
phonon 40 meV: L/L0 of film          0.857
phonon 40 meV: kappa_e of film       157 W/(m K)
L/L0, 30 meV phonons only            0.878
lattice heat capacity                2.49e+06 J/(m^3 K)
phonon speed (rough)                 4000 m/s
phonon mean free path (rough)        2.0 nm
lattice conductivity (rough)         6.6 W/(m K)
surface loss 3l/(8d)                 4.7 %
in-plane/bulk conductivity           0.953
checks complete
```
